# Level Alignment in Organic Films: Slope One between Pinning Plateaus: test program

```python
"""Level alignment of a layered organic film on a metal.

Result under test: with w the final and phi the initial work function,
the slope S = dw/dphi obeys 1 - G <= S <= 1/(1 + G), where
G = kappa * sum_j j * rho'(W_j). Hence slope one in the gap (G << 1) and
pinning plateaus (G >> 1), near kappa*rho'(w)*(N + 1/2)^2 = pi^2/2.

W_j   local vacuum level at layer j above the Fermi level (eV)
rho   holes minus electrons per molecule; rho' its derivative (1/eV)
kappa e^2 n d/(eps eps0) in eV; n areal density, d layer spacing
ION, AFF  centres of the Gaussian HOMO and LUMO below the vacuum level
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

ION, AFF = 5.6, 2.6
SIG_H, SIG_L = 0.15, 0.12
DENSITY_NM2, SPACING_NM, EPS = 1.0, 0.4, 3.0
TEMP, LAYERS = 300.0, 10
KT = const.k * TEMP / const.e
KAPPA = (const.e * DENSITY_NM2 * 1e18 * SPACING_NM * 1e-9
         / (EPS * const.epsilon_0))

# Trapezoidal nodes for averages over a standard normal variable
X = np.linspace(-14.0, 14.0, 561)
WEIGHT = np.exp(-X**2 / 2) / np.sqrt(2 * np.pi) * (X[1] - X[0])


def carriers(level, sig_h=SIG_H):
    """Holes, electrons per molecule and rho' at the given vacuum levels."""
    level = np.atleast_1d(level)[:, None]
    hole_arg = (level - ION + sig_h * X) / KT
    elec_arg = (AFF - level - SIG_L * X) / KT
    hole, elec = expit(hole_arg), expit(elec_arg)
    slope = 2 * (hole * expit(-hole_arg) + elec * expit(-elec_arg)) / KT
    return 2 * hole @ WEIGHT, 2 * elec @ WEIGHT, slope @ WEIGHT


def shoot(w, layers, sig_h=SIG_H):
    """Recur from the outer layer to the metal: phi and dphi/dw."""
    level, deriv, drop, drop_deriv = w, 1.0, 0.0, 0.0
    for _ in range(layers):
        h, e, r = carriers(level, sig_h)
        drop += KAPPA * (h[0] - e[0])
        drop_deriv += KAPPA * r[0] * deriv
        level += drop
        deriv += drop_deriv
    return level, deriv


def final_level(phi, layers, sig_h=SIG_H):
    """Final work function at given phi, from the recursion."""
    return brentq(lambda w: shoot(w, layers, sig_h)[0] - phi,
                  min(phi, AFF) - 0.01, max(phi, ION) + 0.01, xtol=1e-13)


def film(phi, layers=LAYERS):
    """Newton solution with charged sheets and their image sheets."""
    z = SPACING_NM * 1e-9 * np.arange(1, layers + 1)
    kernel = (const.e * DENSITY_NM2 * 1e18 / (2 * EPS * const.epsilon_0)
              * (abs(z[:, None] + z) - abs(z[:, None] - z)))
    level = np.full(layers, min(max(phi, AFF), ION))
    for _ in range(300):
        h, e, r = carriers(level)
        jac = np.eye(layers) + kernel * r
        step = -np.linalg.solve(jac, level - phi + kernel @ (h - e))
        level = level + step
        if np.max(abs(step)) < 1e-11:
            break
    else:
        raise AssertionError("Newton iteration did not converge")
    h, e, r = carriers(level)
    response = np.linalg.solve(np.eye(layers) + kernel * r,
                               np.ones(layers))
    return level, h - e, r, response


# Occupation: energy-space quadrature and finite difference
trial = 5.3


def hole_density(energy):
    gauss = np.exp(-(energy - trial + ION)**2 / (2 * SIG_H**2))
    gauss /= SIG_H * np.sqrt(2 * np.pi)
    return 2 * gauss * (1 - 1 / (np.exp(energy / KT) + 1))


direct = quad(hole_density, -2.3, 1.7, points=[-0.3, 0.0], limit=300,
              epsabs=1e-12, epsrel=1e-10)[0]
assert abs(direct / carriers(trial)[0][0] - 1) < 1e-7
hp, ep, _ = carriers(trial + 1e-4)
hm, em, _ = carriers(trial - 1e-4)
fd_slope = ((hp - ep) - (hm - em))[0] / 2e-4
assert abs(fd_slope / carriers(trial)[2][0] - 1) < 1e-4

# Nondegenerate tail and neutral level
mid = (ION + AFF) / 2
mid_holes = carriers(mid)[0][0]
tail = 2 * np.exp(-(ION - mid) / KT + SIG_H**2 / (2 * KT**2))
assert abs(mid_holes / tail - 1) < 1e-3


def log_ratio(level):
    h, e, _ = carriers(level)
    return np.log(h[0]) - np.log(e[0])


neutral = brentq(log_ratio, AFF, ION, xtol=1e-13)
neutral_formula = mid - (SIG_H**2 - SIG_L**2) / (4 * KT)
assert abs(neutral - neutral_formula) < 1e-4

print(f"HOMO centre I = {ION:.2f} eV, LUMO centre A = {AFF:.2f} eV")
print(f"widths: HOMO {SIG_H:.2f} eV, LUMO {SIG_L:.2f} eV")
print(f"density {DENSITY_NM2:.1f} nm^-2, spacing {SPACING_NM:.1f} nm")
print(f"relative permittivity {EPS:.1f}, layers N = {LAYERS}")
print(f"T = {TEMP:.0f} K, kT = {KT:.5f} eV, kappa = {KAPPA:.4f} eV")
print(f"sigma^2/kT: HOMO {SIG_H**2/KT:.3f}, LUMO {SIG_L**2/KT:.3f} eV")
print(f"midgap holes per molecule: {mid_holes:.3e}, formula {tail:.3e}")
print(f"neutral level: {neutral:.4f} eV, formula {neutral_formula:.4f} eV")

# Full alignment curve: image-charge solution against recursion
index = np.arange(1, LAYERS + 1)
print("phi (eV)   w (eV)     S          1-S        G")
for phi in (2.2, 2.6, 3.0, 3.4, 4.0, 4.6, 4.8, 5.0, 5.2, 5.6, 6.0):
    level, charge, r, response = film(phi)
    w, S = level[-1], response[-1]
    G = KAPPA * np.sum(index * r)
    deficit = KAPPA * np.sum(index * r * response)
    assert abs(w - final_level(phi, LAYERS)) < 1e-8
    assert abs(S - 1 / shoot(w, LAYERS)[1]) < 1e-7
    fd = (film(phi + 1e-4)[0][-1] - film(phi - 1e-4)[0][-1]) / 2e-4
    assert abs(fd - S) < 2e-5
    assert abs(deficit - (1 - S)) < 1e-10
    assert 1 - G - 1e-10 <= S <= 1 / (1 + G) + 1e-10
    low, high = sorted((neutral, phi))
    assert np.all(level > low - 1e-9) and np.all(level < high + 1e-9)
    if 3.4 <= phi <= 4.6:
        peak = carriers(np.linspace(low, high, 200))[2].max()
        bound = KAPPA * LAYERS * (LAYERS + 1) / 2 * peak
        assert deficit <= bound * (1 + 1e-6) and deficit < 1e-3
    if phi <= 2.6 or phi >= 5.6:
        assert S < 0.05
    print(f"{phi:.1f}        {w:.4f}     {S:.5f}    {deficit:.2e}   {G:.2e}")

# Layer-resolved profile on the upper plateau
phi_profile = 5.6
level, charge, _, _ = film(phi_profile)
print(f"profile at phi = {phi_profile:.1f} eV: layer, W (eV), holes/molecule")
for j in range(LAYERS):
    print(f"{j + 1:2d}   {level[j]:.4f}   {charge[j]:.3e}")
print(f"total charge: {DENSITY_NM2 * charge.sum():.4f} e/nm^2")
print(f"phi - w = {phi_profile - level[-1]:.4f} eV, "
      f"charge moment {KAPPA * np.sum(index * charge):.4f} eV")

# Crossovers with slope one half
edges = []
for name, a, b in (("lower", AFF, neutral), ("upper", neutral, ION)):
    w = brentq(lambda v: shoot(v, LAYERS)[1] - 2, a, b, xtol=1e-13)
    phi = shoot(w, LAYERS)[0]
    G = KAPPA * np.sum(index * film(phi)[2])
    assert 0.5 <= G <= 1.0
    edges.append(phi)
    print(f"{name} crossover: phi = {phi:.4f} eV, w = {w:.4f} eV, G = {G:.3f}")
print(f"width of slope-one window: {edges[1] - edges[0]:.4f} eV")


def pin_estimate(layers, a, b):
    target = np.pi**2 / (2 * KAPPA * (layers + 0.5)**2)
    return brentq(lambda v: carriers(v)[2][0] - target, a, b)


# Plateau position against the continuum estimate
lower = final_level(2.2, LAYERS)
lower_est = pin_estimate(LAYERS, AFF, neutral)
assert abs(lower - lower_est) < 0.03
print(f"lower plateau at phi = 2.2 eV: {lower:.4f}, "
      f"estimate {lower_est:.4f} eV")
print("upper plateau at phi = 6.0 eV: N, w (eV), estimate (eV), S")
previous = np.inf
for layers in (1, 3, 10, 40):
    w = final_level(6.0, layers)
    estimate = pin_estimate(layers, neutral, ION)
    if layers >= 10:
        assert abs(w - estimate) < 0.03
    assert w < previous
    previous = w
    print(f"{layers:2d}   {w:.4f}   {estimate:.4f}   "
          f"{1 / shoot(w, layers)[1]:.5f}")

# Greater disorder pins the HOMO centre farther from the Fermi level
depths = []
for width in (0.10, 0.15, 0.20):
    depths.append(ION - final_level(6.0, LAYERS, width))
    print(f"HOMO width {width:.2f} eV: I - w = {depths[-1]:.4f} eV")
assert depths[0] < depths[1] < depths[2]

# Exponential tail: layers needed for the level to run away
small = 1e-6
height, drop, count = 0.0, 0.0, 0
while height < 50:
    drop += small * np.exp(height)
    height += drop
    count += 1
predicted = np.pi / np.sqrt(2 * small)
assert abs(count / predicted - 1) < 0.005
print(f"exponential tail: {count} layers, continuum {predicted:.1f}")

# Full ionization restores slope one
phi_full, deriv_full = shoot(ION + 2.0, 3)
assert abs(phi_full - (ION + 2.0 + 12 * KAPPA)) < 1e-8
assert abs(deriv_full - 1) < 1e-8
for layers in (1, LAYERS):
    end = ION + KAPPA * layers * (layers + 1)
    print(f"formal plateau end, N = {layers}: phi = {end:.2f} eV")

print("PASS")
```

Running it gives:

```
HOMO centre I = 5.60 eV, LUMO centre A = 2.60 eV
widths: HOMO 0.15 eV, LUMO 0.12 eV
density 1.0 nm^-2, spacing 0.4 nm
relative permittivity 3.0, layers N = 10
T = 300 K, kT = 0.02585 eV, kappa = 2.4127 eV
sigma^2/kT: HOMO 0.870, LUMO 0.557 eV
midgap holes per molecule: 2.586e-18, formula 2.586e-18
neutral level: 4.0217 eV, formula 4.0217 eV
phi (eV)   w (eV)     S          1-S        G
2.2        3.0300     0.00540    9.95e-01   1.50e+01
2.6        3.0336     0.01599    9.84e-01   9.40e+00
3.0        3.0640     0.28423    7.16e-01   1.79e+00
3.4        3.4000     0.99998    1.70e-05   1.70e-05
4.0        4.0000     1.00000    1.76e-15   1.76e-15
4.6        4.6000     1.00000    2.49e-06   2.49e-06
4.8        4.7999     0.99796    2.04e-03   2.04e-03
5.0        4.9857     0.72052    2.79e-01   3.65e-01
5.2        5.0611     0.14949    8.51e-01   3.04e+00
5.6        5.0821     0.01699    9.83e-01   9.15e+00
6.0        5.0863     0.00657    9.93e-01   1.37e+01
profile at phi = 5.6 eV: layer, W (eV), holes/molecule
 1   5.3217   7.662e-02
 2   5.2283   1.814e-02
 3   5.1786   7.433e-03
 4   5.1469   4.015e-03
 5   5.1249   2.562e-03
 6   5.1090   1.835e-03
 7   5.0976   1.435e-03
 8   5.0896   1.205e-03
 9   5.0846   1.078e-03
10   5.0821   1.020e-03
total charge: 0.1153 e/nm^2
phi - w = 0.5179 eV, charge moment 0.5179 eV
lower crossover: phi = 3.0563 eV, w = 3.0856 eV, G = 0.858
upper crossover: phi = 5.0540 eV, w = 5.0187 eV, G = 0.858
width of slope-one window: 1.9977 eV
lower plateau at phi = 2.2 eV: 3.0300, estimate 3.0414 eV
upper plateau at phi = 6.0 eV: N, w (eV), estimate (eV), S
 1   5.4162   5.3087   0.13937
 3   5.2267   5.1891   0.03015
10   5.0863   5.0724   0.00657
40   4.9621   4.9563   0.00132
HOMO width 0.10 eV: I - w = 0.3755 eV
HOMO width 0.15 eV: I - w = 0.5137 eV
HOMO width 0.20 eV: I - w = 0.6541 eV
exponential tail: 2222 layers, continuum 2221.4
formal plateau end, N = 1: phi = 10.43 eV
formal plateau end, N = 10: phi = 271.00 eV
PASS
```
